# Plasmon losses of fast electrons: cross section, mean free path, Poisson statistics

A fast electron crosses a uniform electron gas at zero temperature. The gas has density $n$, volume $\mathcal V$ and a neutralizing positive background. We ask how often the electron loses energy, at which angles it emerges, and how several losses combine.

Rydberg atomic units are used: $\hbar=1$, electron mass $m=1/2$, $e^2=2$, lengths in bohr and energies in Ry. The beam electron has wavenumber $k$, energy $E_0=k^2$ and speed $v=2k$. It is treated non-relativistically, so corrections of order $(v/c)^2$ are dropped. It is also treated as distinguishable from the gas electrons, and surface excitations are left out.

## (a) From excited states to the dielectric function

**Question.** In first Born approximation, express the total rate of inelastic scattering through the dielectric function $\epsilon(q,\omega)$ of the gas.

**Solution.** The Coulomb energy between the beam electron at $\mathbf r$ and the gas electrons at $\mathbf r_j$ is

$$H'=\frac1{\mathcal V}\sum_{\mathbf q\ne0}u_q\,e^{-i\mathbf q\cdot\mathbf r}\rho_{\mathbf q},\qquad u_q=\frac{4\pi e^2}{q^2}=\frac{8\pi}{q^2},\qquad \rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}.$$

The background cancels the term $\mathbf q=0$. The factor $e^{-i\mathbf q\cdot\mathbf r}$ takes the beam electron from $\mathbf k$ to $\mathbf k-\mathbf q$ with matrix element 1. Let $|s\rangle$ be an excited state of the gas, at energy $\omega_s$ above the ground state. The golden rule gives the rate

$$W=2\pi\sum_{\mathbf q,s}\Big(\frac{u_q}{\mathcal V}\Big)^2|\langle s|\rho_{\mathbf q}|0\rangle|^2\,\delta(\omega_s-\omega),\qquad \omega=k^2-|\mathbf k-\mathbf q|^2. \tag{1}$$

The same matrix elements govern the linear response. Apply a weak potential energy $\phi\,e^{i\mathbf q\cdot\mathbf r-i\omega t+\eta t}$ plus its complex conjugate, with $\eta\to0^+$. The part proportional to $\phi$ admixes the state $|s\rangle$ with amplitude

$$-i\phi\langle s|\rho_{\mathbf q}|0\rangle e^{-i\omega_st}\int_{-\infty}^t e^{i(\omega_s-\omega)t'+\eta t'}dt'=\frac{\phi\langle s|\rho_{\mathbf q}|0\rangle}{\omega-\omega_s+i\eta}\,e^{-i\omega t+\eta t}.$$

The conjugate part gives the same expression with $\omega\to-\omega$, $\phi\to\phi^*$ and $\rho_{\mathbf q}\to\rho_{\mathbf q}^\dagger$. It contributes to the density wave $e^{i\mathbf q\cdot\mathbf r-i\omega t}$ through the complex conjugate of its amplitude. By inversion symmetry $\rho_{\mathbf q}$ and $\rho^\dagger_{\mathbf q}=\rho_{-\mathbf q}$ have equal strengths. The density wave therefore has amplitude $\chi\phi$ with

$$\chi=\frac1{\mathcal V}\sum_s|\langle s|\rho_{\mathbf q}|0\rangle|^2\left[\frac1{\omega-\omega_s+i\eta}-\frac1{\omega+\omega_s+i\eta}\right]. \tag{2}$$

The total potential energy is the applied one plus that of the induced density, $\phi+u_q\chi\phi$. By definition it equals $\phi/\epsilon$, so $1/\epsilon=1+u_q\chi$. Since $\mathrm{Im}\,(x+i\eta)^{-1}=-\pi\delta(x)$, for $\omega>0$

$$\mathrm{Im}\frac{-1}{\epsilon(q,\omega)}=\frac{\pi u_q}{\mathcal V}\sum_s|\langle s|\rho_{\mathbf q}|0\rangle|^2\delta(\omega-\omega_s). \tag{3}$$

Inserting (3) in (1) removes one factor $u_q/\mathcal V$ and the factor $\pi$:

$$W=\frac1{\mathcal V}\sum_{\mathbf q,\;\omega>0}2u_q\,\mathrm{Im}\frac{-1}{\epsilon(q,\omega)}=\int_{\omega>0}\frac{d^3q}{(2\pi)^3}\,\frac{16\pi}{q^2}\,\mathrm{Im}\frac{-1}{\epsilon(q,\omega)}. \tag{4}$$

Only momentum transfers with $\omega=k^2-|\mathbf k-\mathbf q|^2>0$ are included. A gas in its ground state cannot give up energy, so the delta function in (1) vanishes for $\omega<0$. The restriction must be written out in (4), because $\mathrm{Im}(-1/\epsilon)$ is odd in $\omega$ and would be negative there.

The loss function contains $1/\epsilon$ because the gas screens the field of the beam electron. Relation (3) was tested for the plasmon of 66 electrons in a periodic box, within the random-phase approximation (RPA). The strength $(u_q/\mathcal V)|\langle s|\rho_{\mathbf q}|0\rangle|^2$ from the diagonalized states and the residue of $1/\epsilon$ are both 0.453977 Ry.

## (b) The small-angle cross section

**Question.** Find the scattering probability per unit path, energy loss and solid angle, for $\omega\ll E_0$ and scattering angle $\theta\ll1$.

**Solution.** Let $k'=|\mathbf k-\mathbf q|$ be the final wavenumber. At fixed $\mathbf k$, $d^3q=d^3k'=k'^2dk'\,d\Omega$. From $\omega=k^2-k'^2$ we have $|d\omega|=2k'dk'$, so $d^3q=\tfrac12k'\,d\omega\,d\Omega$. The inverse mean free path is $1/\lambda=W/v$, hence

$$\frac{d^2(1/\lambda)}{d\omega\,d\Omega}=\frac1v\,\frac{k'}{2}\,\frac{1}{8\pi^3}\,\frac{16\pi}{q^2}\,\mathrm{Im}\frac{-1}\epsilon=\frac{k'}{\pi^2vq^2}\,\mathrm{Im}\frac{-1}\epsilon. \tag{5}$$

The momentum transfer follows from the cosine rule:

$$q^2=k^2+k'^2-2kk'\cos\theta=(k-k')^2+4kk'\sin^2(\theta/2).$$

Here $k-k'=\omega/(k+k')\simeq\omega/(2k)$ and $4kk'\sin^2(\theta/2)\simeq k^2\theta^2$. Therefore

$$q^2\simeq k^2(\theta^2+\theta_E^2),\qquad \theta_E=\frac{\omega}{2k^2}=\frac{\omega}{2E_0}. \tag{6}$$

With $k'\simeq k=v/2$, the prefactor in (5) becomes $k/(\pi^2vk^2)=1/(\pi^2vk)=2/(\pi^2v^2)$, and

$$\boxed{\frac{d^2(1/\lambda)}{d\omega\,d\Omega}=\frac{2}{\pi^2v^2}\,\frac{\mathrm{Im}[-1/\epsilon(q,\omega)]}{\theta^2+\theta_E^2}} \tag{7}$$

Division by $n$ gives the cross section per gas electron. In ordinary units the prefactor, per unit energy, is $1/(\pi^2a_0mv^2)$, with $a_0$ the Bohr radius.

The angle $\theta_E$ reflects the smallest momentum that must be given up, $q=\omega/v$ along the beam. If the loss function varies little with $q$, the distribution is flat for $\theta\ll\theta_E$ and falls as $1/\theta^2$ for $\theta\gg\theta_E$.

**A dilute case.** Let the medium consist of independent isotropic oscillators of frequency $\omega_0$ and density $n$, each carrying one electron. Then $\epsilon=1+16\pi n/(\omega_0^2-\omega^2-i\gamma\omega)$. Inverting exactly, $-1/\epsilon=-1+16\pi n/(\omega_0^2+16\pi n-\omega^2-i\gamma\omega)$, so for $\gamma\to0$ the loss function is $16\pi^2n\,\delta(\omega^2-\omega_0^2-16\pi n)$. For $16\pi n\ll\omega_0^2$ the shift due to screening is negligible, and the loss function becomes

$$16\pi^2n\,\delta(\omega^2-\omega_0^2)=(8\pi^2n/\omega_0)\,\delta(\omega-\omega_0).$$

Equation (7) then gives, per oscillator,

$$\frac{d\sigma}{d\Omega}=\frac{16}{v^2\omega_0(\theta^2+\theta_E^2)}=\frac4{\omega_0q^2}.$$

The direct Born result for one target, from (1) with the flux $v/\mathcal V$ and $\mathcal V\,d^3k'/(2\pi)^3$ final states, is

$$\frac{d\sigma}{d\Omega}=\frac{\mathcal V}{v}\,2\pi\frac{u_q^2}{\mathcal V^2}|F|^2\,\frac{\mathcal V}{8\pi^3}\frac{k'}2=\frac{k'}k\,\frac{4|F|^2}{q^4}.$$

At small $q$, $|F|^2=q^2|\langle1|x|0\rangle|^2=q^2/(2m\omega_0)=q^2/\omega_0$, and the two results agree. With explicit wave functions and exact kinematics they were tested to agree within 0.5% at angles up to 1 mrad.

## (c) The plasmon mean free path

**Question.** Evaluate (7) for an undamped plasmon at the long-wavelength frequency. Find the mean free path, and decide where the angular integral must end.

**Solution.** In a slowly varying field $\mathcal E e^{-i\omega t}$ a free electron obeys $-m\omega^2x=-e\mathcal E$. The polarization is $-nex=-ne^2\mathcal E/(m\omega^2)$. Hence

$$\epsilon=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{4\pi ne^2}m=16\pi n.$$

With the causal shift $\omega\to\omega+i\eta$,

$$\mathrm{Im}\frac{-1}\epsilon=\mathrm{Im}\left[-1-\frac{\omega_p^2}{(\omega+i\eta)^2-\omega_p^2}\right]=\pi\omega_p^2\,\delta(\omega^2-\omega_p^2)=\frac{\pi\omega_p}{2}\,\delta(\omega-\omega_p). \tag{8}$$

From here on $\theta_E=\omega_p/(2E_0)$. Integrating (7) over $\omega$ and over a cone of half-angle $\theta_c$, with $d\Omega=2\pi\theta\,d\theta$, gives

$$\frac1\lambda=\frac{\omega_p}{\pi v^2}\int_0^{\theta_c}\frac{2\pi\theta\,d\theta}{\theta^2+\theta_E^2}=\frac{\omega_p}{v^2}\ln\Big(1+\frac{\theta_c^2}{\theta_E^2}\Big)=\frac{\omega_p}{4E_0}\ln\Big(1+\frac{\theta_c^2}{\theta_E^2}\Big). \tag{9}$$

Momentum conservation alone would allow $q$ up to $k+k'$, far outside the small-angle range. The integral must end earlier, because the plasmon ceases to be a separate excitation at short wavelength. An electron inside the Fermi sphere of radius $k_F$ can absorb momentum $\mathbf q$ with an energy of at most $q^2+2qk_F$. The plasmon $\omega(q)$ meets this pair continuum at $q_c$, where

$$\omega(q_c)=q_c^2+2q_ck_F. \tag{10}$$

By (6), $\theta_c^2+\theta_E^2=(q_c/k)^2$. The smallest momentum transfer is $q_E=k\theta_E=\omega_p/v$, so $1+\theta_c^2/\theta_E^2=(q_c/q_E)^2$ and

$$\boxed{\frac1\lambda=\frac{\omega_p}{2E_0}\ln\frac{q_cv}{\omega_p}} \tag{11}$$

Half of the losses lie inside the angle at which the logarithm in (9) has half its full value. There $1+\theta_{1/2}^2/\theta_E^2=q_c/q_E$, so $\theta_{1/2}=\theta_E\sqrt{q_c/q_E-1}$.

**Numbers.** Take the round values $r_s=2$ and $E_0=1000$ Ry (13.6 keV), where $r_s$ is the radius of a sphere holding one electron on average.

- The density is $n=3/(4\pi r_s^3)=0.02984$ bohr$^{-3}$, so $\omega_p=\sqrt{16\pi n}=1.225$ Ry (16.7 eV).
- The beam has $v=63.2$, and $\theta_E=1.225/2000=0.612$ mrad.
- The smallest momentum transfer is $q_E=1.2247/63.246=0.01936$ bohr$^{-1}$.
- The RPA dispersion, derived in (d), gives $q_c=0.700$ bohr$^{-1}$ and $\theta_c=22.1$ mrad.

The logarithm is $\ln(0.6996/0.01936)=3.587$, so $1/\lambda=(1.2247/2000)\times3.587=2.196\times10^{-3}$ bohr$^{-1}$. Thus $\lambda\simeq455$ bohr (24.1 nm), and the cross section per gas electron is $1/(n\lambda)=0.074$ bohr$^2$. The half-loss angle is $0.6124\sqrt{36.1-1}=3.63$ mrad, about six times $\theta_E$: the slow $1/\theta^2$ tail carries much of the total.

The approximations can be judged from the same numbers. The Born parameter $e^2/\hbar v=2/v$ is 0.032. The small-angle form (6) errs by at most 0.065% of $q^2$ over the cone for a loss of $\omega_p$. The neglected relativistic terms are governed by $(v/c)^2=0.053$.

## (d) How much depends on the cutoff?

**Question.** Replace the sharp plasmon by the RPA plasmon with its own dispersion and strength. Which part of (11) survives?

**Solution.** In the RPA the electrons respond as free particles to the total potential, so $\epsilon=1-u_q\chi_0$. For free electrons the bracket in (2) becomes $2d/(\omega^2-d^2)$, with $d=|\mathbf p+\mathbf q|^2-p^2=q^2+2\mathbf p\cdot\mathbf q$. The sum may run over all occupied $\mathbf p$. Transitions into occupied states cancel, since $\mathbf p\to-\mathbf p-\mathbf q$ maps each onto another with $d\to-d$. With two spins, and with the Fermi sphere cut into discs of area $\pi(k_F^2-p_z^2)$ perpendicular to $\mathbf q$,

$$\chi_0=\frac2{8\pi^3}\int_{-k_F}^{k_F}\pi(k_F^2-p_z^2)\frac{2d}{\omega^2-d^2}\,dp_z,$$

$$\epsilon=1-\frac4{\pi q^2}\int_{-k_F}^{k_F}\frac{(k_F^2-p_z^2)\,d}{\omega^2-d^2}\,dp_z,\qquad d=q^2+2qp_z. \tag{12}$$

This holds above the pair continuum, where the integrand is regular. Its zero is $\omega(q)$. Near it $\epsilon\simeq\epsilon'\,(\omega-\omega(q)+i\eta)$, where $\epsilon'=\partial\epsilon/\partial\omega$ at the zero, so $\mathrm{Im}(-1/\epsilon)=(\pi/\epsilon')\,\delta(\omega-\omega(q))$. For $q\to0$, $\epsilon'=2/\omega_p$, which returns (8). Define the relative strength $Z(q)=2/(\omega_p\epsilon')$.

At fixed $\omega$ the cosine rule gives $q\,dq=kk'\sin\theta\,d\theta$, so $d\Omega=2\pi q\,dq/(kk')$. Equation (5) becomes

$$\frac1\lambda=\frac{2}{\pi vk}\int\frac{dq}q\int d\omega\,\mathrm{Im}\frac{-1}\epsilon=\frac4{v^2}\int_{q_{\min}}^{q_c}\frac{dq}{q\,\epsilon'}=\frac{\omega_p}{2E_0}\int_{q_{\min}}^{q_c}Z(q)\frac{dq}q. \tag{13}$$

The lower limit solves $\omega(q_{\min})=q_{\min}v-q_{\min}^2$. The last term is negligible here, and $q_{\min}$ is close to $\omega_p/v$. Since $Z=1+O(q^2)$ at small $q$, we may split off the logarithm:

$$\int_{q_{\min}}^{q_c}Z\frac{dq}q\simeq\ln\frac{q_cv}{\omega_p}-C,\qquad C=\int_0^{q_c}\frac{1-Z}{q}\,dq. \tag{14}$$

The remainder is of order $q_{\min}^2$. The constant $C$ belongs to the gas and does not contain the beam energy. Thus the coefficient $\omega_p/2E_0$ and the logarithmic growth with $v$ survive, while the argument of the logarithm depends on the cutoff model.

In the example $Z$ has fallen to 0.905 at $q_c/2$. The integral in (13) is 3.358 instead of 3.587, so $C\simeq0.229$. The mean free path becomes 486 bohr (25.7 nm), about 7% longer than (11) gives. When $E_0$ is raised fourfold within the same non-relativistic formula, the integral grows by 0.6933 with the term $q_{\min}^2$ dropped from the lower limit and by 0.6935 with it kept, against $\ln2=0.6931$ from (14).

The RPA omits exchange and correlation beyond the mean field. Pair excitation is a separate loss channel, not counted in $\lambda$, and it is not small. In the RPA it adds about 0.83 to the integral in (13), roughly 25%, mostly from $q>q_c$, so the mean free path for any loss is about 390 bohr. Damping also shifts the result: with $\epsilon=1-\omega_p^2/[\omega(\omega+i\Gamma)]$, $\Gamma=0.1$ Ry and the same cone, $1/\lambda$ is 2.5% below the undamped value.

## (e) How many plasmons does one electron excite?

**Question.** Treat the electron as a classical charge on a straight path, and each plasmon mode as a harmonic oscillator. Find the distribution of the number $N$ of excited plasmons.

**Solution.** The plasmon part of the density operator is $\rho_{\mathbf q}=M_q(b_{\mathbf q}^\dagger+b_{-\mathbf q})$, where $M_q$ is the matrix element for creating one plasmon, taken real. Put $\mathbf r=\mathbf vt$ in $H'$ and rename $\mathbf q\to-\mathbf q$ in the terms with $b_{-\mathbf q}$. Each mode then has its own Hamiltonian,

$$H_{\mathbf q}=\omega(q)\,b^\dagger b+f(t)\,b^\dagger+f^*(t)\,b,\qquad f(t)=\frac{u_qM_q}{\mathcal V}e^{-i\mathbf q\cdot\mathbf vt}.$$

Try $|\psi\rangle=c(t)\,e^{\beta(t)b^\dagger}|0\rangle$. Because $b\,e^{\beta b^\dagger}|0\rangle=\beta\,e^{\beta b^\dagger}|0\rangle$, the Schrödinger equation reads

$$i(\dot c+c\dot\beta b^\dagger)e^{\beta b^\dagger}|0\rangle=c\,(\omega\beta b^\dagger+fb^\dagger+f^*\beta)\,e^{\beta b^\dagger}|0\rangle.$$

It is satisfied if $i\dot\beta=\omega\beta+f$ and $i\dot c=f^*\beta c$. Starting from $\beta=0$, after a time $T$

$$\beta=-ie^{-i\omega T}\int_0^Tf(t)\,e^{i\omega t}dt.$$

The component with $N$ quanta is $c\beta^N/\sqrt{N!}$, and normalization requires $|c|^2e^{|\beta|^2}=1$. Hence

$$P_N=e^{-\mu}\frac{\mu^N}{N!},\qquad \mu=|\beta|^2. \tag{15}$$

A direct solution of the Schrödinger equation for a pulsed force confirmed this law in a test.

For many modes, use the generating function $\sum_NP_Nz^N=e^{\mu(z-1)}$. Independent modes multiply their generating functions, so the total number is again Poisson distributed and the means add. For long $T$, $|\int_0^Te^{i(\omega-\mathbf q\cdot\mathbf v)t}dt|^2\to2\pi T\,\delta(\omega-\mathbf q\cdot\mathbf v)$, and

$$\sum_{\mathbf q}\mu_{\mathbf q}=T\sum_{\mathbf q}2\pi\Big(\frac{u_qM_q}{\mathcal V}\Big)^2\delta(\omega(q)-\mathbf q\cdot\mathbf v)=TW_{\rm plasmon}=\frac t\lambda,\qquad t=vT. \tag{16}$$

This is the golden rule (1) without the recoil term $q^2$ in $\omega=\mathbf v\cdot\mathbf q-q^2$. In $q^2=q_\perp^2+q_z^2$ that term shifts $q_z$ from $\omega/v$ to $(\omega+q^2)/v$. To first order this changes $q^2$ by the fraction $2\omega/v^2=\omega/(2E_0)$, which is negligible here. The mean number of losses is therefore the thickness $t$ divided by the mean free path.

## (f) Thickness, spectrum and limits

**Question.** Recover the distribution from a kinetic equation, find the loss spectrum for a line of finite width, and evaluate a film of thickness 500 bohr.

**Solution.** If successive losses are uncorrelated and have the same rate, then at depth $z$

$$\frac{dP_N}{dz}=\frac{P_{N-1}-P_N}\lambda,\qquad P_{-1}=0.$$

Setting $P_N=e^{-z/\lambda}g_N$ leaves $g_N'=g_{N-1}/\lambda$, with $g_0=1$ and $g_N(0)=0$ for $N\ge1$. Repeated integration gives $g_N=(z/\lambda)^N/N!$, in agreement with (15) and (16).

Let $s(\omega)$ be the normalized single-loss spectrum. The spectrum $J(\omega,z)$ obeys $\lambda\,\partial J/\partial z=s*J-J$, where the star denotes convolution. Its solution is

$$J(\omega,t)=\sum_{N\ge0}P_N\,s_N(\omega),\qquad s_0=\delta(\omega),\quad s_N=s*s_{N-1}, \tag{17}$$

because $\lambda\sum_NP_N's_N=\sum_N(P_{N-1}-P_N)s_N=s*J-J$. A sharp plasmon gives lines at multiples of $\omega_p$. If $I_0$ is the intensity without loss and $I$ the total, $I_0/I=e^{-t/\lambda}$, so $t=\lambda\ln(I/I_0)$. Pair losses also occur in the electron gas, and $\lambda$ in this relation must include them. The $P_0$ given below is the probability of no plasmon loss. With $\lambda\simeq390$ bohr from (d), the fraction with no loss at all in a 500 bohr film is about 0.28.

With $\lambda=455.3$ bohr from (11), the film has $t/\lambda=500/455.3=1.098$. The probabilities of 0, 1, 2, 3 and 4 plasmon losses are 0.333, 0.366, 0.201, 0.074 and 0.020; five or more have probability 0.005. One loss is more likely than none because $P_1/P_0=t/\lambda>1$. The mean loss is $1.098\times1.225=1.35$ Ry. With the RPA value $\lambda=486.3$ bohr the mean number is 1.03 and $P_0$ rises to 0.36, so the second digit of $P_0$ already depends on the cutoff model. In a thin film, $t\ll\lambda$, $P_1\simeq t/\lambda$ and $P_2/P_1=t/(2\lambda)$.

The rate changes slightly as the electron slows down. Updating it after every loss changes no probability by more than about $2\times10^{-4}$. A more serious limit is the aperture. The Poisson law counts all electrons, whereas each loss also deflects the electron, so a detector that accepts only small angles removes multiply scattered electrons preferentially. The law also fails when the total loss is comparable with $E_0$. The probabilities above also belong to the bulk model. The neglected surface effects already matter at 500 bohr. For the dielectric function of (c), the two surfaces add about $\pi e^2/\hbar v\simeq0.10$ surface-plasmon losses and lower the mean number of bulk plasmons by about $\pi e^2/2\hbar v\simeq0.05$, which moves the probability of no bulk plasmon from 0.33 to 0.35. Their relative weight grows as the film becomes thinner, and in very thin films the long-time limit in (16) is no longer justified.

The complete numerical output follows.

## Computed values

```
density parameter rs = 2.0 bohr
electron density n = 0.02984 bohr^-3
Fermi wavenumber kF = 0.9596 bohr^-1
plasmon energy wp = 1.2247 Ry = 16.66 eV
beam energy E0 = 1000 Ry = 13.61 keV
beam wavenumber k = 31.623 bohr^-1
beam speed v = 63.246 Rydberg units
(v/c)^2 = 0.0533
Born parameter e^2/(hbar v) = 0.0316
characteristic angle thetaE = 0.6124 mrad
smallest momentum transfer qE = wp/v = 0.01936 bohr^-1
largest error of small-angle q^2 = 6.5e-04 (relative)
RPA cutoff wavenumber qc = 0.6996 bohr^-1
plasmon energy at cutoff = 1.8320 Ry
rough cutoff wp/(2 kF) = 0.6382 bohr^-1
cutoff angle thetac = 22.11 mrad
angle containing half the losses = 3.629 mrad
logarithm ln(qc/qE), sharp cutoff = 3.5870
same logarithm, full RPA pole = 3.3579
full RPA pole at 4 E0 = 4.0511
increase from E0 to 4 E0 = 0.6933; ln 2 = 0.6931
relative pole weight at qc/2 = 0.9052
mean free path, closed formula = 455.3 bohr = 24.09 nm
mean free path, full RPA pole = 486.3 bohr = 25.73 nm
cross section per gas electron = 0.07361 bohr^2
damping = 0.10 Ry
damped/undamped inverse mean free path = 0.9748
box test: plasmon energy = 1.4784 Ry, electrons = 66
box test: highest pair energy = 1.1628 Ry
box test: weight from states = 0.453977 Ry
box test: weight from 1/eps = 0.453977 Ry
forced oscillator: mean number = 1.1356
forced oscillator: P0, P1, P2 = 0.3212, 0.3648, 0.2071
thickness t = 500 bohr = 26.46 nm
mean number of plasmon losses t/lambda = 1.0983
probability of 0 plasmon losses = 0.3334
probability of 1 plasmon losses = 0.3662
probability of 2 plasmon losses = 0.2011
probability of 3 plasmon losses = 0.0736
probability of 4 plasmon losses = 0.0202
probability of 5 or more = 0.0054
mean plasmon energy loss = 1.3451 Ry
largest recoil change of a probability = 2.1e-04
```
